# Core-valence separation: neglected coupling, second-order error and size reduction, part 2

Core-valence separation (CVS) computes core-excited states by removing the matrix elements $V$ that couple the retained core-excited configurations to the omitted ones. The questions are how large the resulting energy error is and how much computation is saved.

Hartree atomic units are used, with Ha for energies and mHa for small shifts. Orbitals are real, and the reference is a closed-shell Hartree-Fock determinant with Fock operator $F$. In $(pr|qs)$ the densities $\phi_p\phi_r$ and $\phi_q\phi_s$ of spatial orbitals interact through $1/r_{12}$. The numbers of occupied, virtual and chosen core spatial orbitals are $o$, $v$ and $c$.

A normalized CVS state $x_n$ has energy $\Omega_n$. With the ground-state energy held common, restoring $V$ shifts it, to second order, by

$$
\delta_n=\sum_m\frac{(y_m^TVx_n)^2}{\Omega_n-\Omega_m}, \tag{11}
$$

where $y_m$ and $\Omega_m$ are eigenstates and energies of the separate omitted blocks. Lower states push $x_n$ up and higher states push it down. If the omitted blocks, collected in $D$, are coupled to each other by $W$, the energy acquires the third-order term $x_n^TV^TRWRVx_n$, with $R=(\Omega_n-D)^{-1}$.

Let $k$ be the number of holes in the chosen core orbitals. Strict CVS retains $k=1$; loose CVS retains $k\ge1$. For one K shell, the error of the strict form splits into

$$
\delta_n=\delta_n^{(0)}+\delta_n^{(2)}, \tag{12}
$$

where the superscript gives the number of core holes in the omitted sector.

The water example has bond length 0.96 angstrom and angle 104.5 degrees. In the contracted cc-pVDZ basis it has 5 occupied and 19 virtual orbitals, and the chosen core orbital is oxygen 1s. With uncontracted primitives there are 35 virtual orbitals. Configuration interaction singles (CIS) was used for its excited levels.

### Why the double-hole sector contains relaxation

Use beryllium, the lightest closed-shell atom with a valence shell outside 1s. Let 1 and 2 denote the neutral-atom Hartree-Fock 1s and 2s orbitals, and let $r$ be an s-type virtual orbital. The one-electron Hamiltonian is $h$. In the neutral atom the 1s orbital satisfies

$$
\begin{aligned}
0=F_{r1}={}&h_{r1}+2(r1|11)-(r1|11)\\
&+2(r1|22)-(r2|21).
\end{aligned}\tag{13}
$$

The first two two-electron terms are the Coulomb and exchange contributions of the 1s pair. Their sum is $(r1|11)$, the repulsion from the other 1s electron. The last two come from the filled 2s shell.

Now remove one 1s electron. For the one that remains, the element for the replacement $1\to r$ is

$$
f^+_{r1}=h_{r1}+2(r1|22)-(r2|21).
$$

Subtracting (13) gives

$$
f^+_{r1}=-(r1|11). \tag{14}
$$

It is generally nonzero. The replacement leaves no electron in the original 1s orbital, so the new determinant belongs to the $k=2$ sector. In a core-excited neutral atom, the electron promoted to 2p adds further terms to (14), but the missing repulsion of the 1s partner remains. Through (11), coupling to higher states lowers the energy. Physically, the remaining 1s electron is less screened from the nucleus and its orbital adjusts.

This also identifies a way to reduce the term. If the 1s orbital is made an eigenfunction of $f^+$ in the space orthogonal to 2s, then $f^+_{r1}=0$ for the new virtual orbitals. The main single replacement into the double-hole sector is removed. Other couplings to this sector, including simultaneous replacements of two electrons, remain.

### Beryllium: strict and loose errors

The numerical model uses the s shells of 6-31G for beryllium, extra s functions with exponents 2.5 and 10 bohr$^{-2}$, and one p shell with exponent 0.25 bohr$^{-2}$. Within this basis, full configuration interaction (CI) includes every determinant. It is a reference for CVS in the chosen basis; basis error and relativity remain.

There are 8 spatial orbitals. With two electrons of each spin, the number of determinants is $\binom82^2=28^2=784$. For each spin, 7 of the 28 occupations contain 1s and 21 do not. The sectors therefore contain

$$
7^2=49,\qquad 2(7)(21)=294,\qquad21^2=441
$$

determinants with zero, one and two core holes. The state followed is the singlet derived from $1s\to2p$. Its excitation energies are:

- full CI: 4.36681 Ha, or 118.83 eV;
- strict CVS: 4.40024 Ha;
- loose CVS: 4.36650 Ha.

Relative to full CI, strict CVS is too high by 33.43 mHa, or 0.91 eV. Loose CVS is too low by 0.31 mHa, or 0.009 eV. Equation (12) explains the difference:

$$
\begin{aligned}
\delta_n^{(0)}&=+0.219\ \mathrm{mHa},\\
\delta_n^{(2)}&=-33.718\ \mathrm{mHa},\\
\delta_n&=-33.499\ \mathrm{mHa}.
\end{aligned}
$$

The sum differs from the full shift, $-33.432$ mHa, by 0.2 percent of that shift. The part for filled-core coupling does not agree equally well with the full-minus-loose difference of 0.314 mHa. They are different quantities beyond second order: the loose state already contains double-hole components, which couple to the filled-core sector. The first such contribution is the third-order term found in the first half; it is $+0.087$ mHa here, which raises 0.219 to 0.306 mHa and accounts for most of the gap.

These numbers belong to this small basis. In three larger ones (three more s functions; a second, tight p shell; three p shells in place of one) the full-CI excitation energy is 116.5 to 118.4 eV, strict CVS is too high by 32 to 42 mHa, and loose CVS is too low by 0.9 to 2.7 mHa. The signs of the two errors, and the much larger size of the strict one, are unchanged.

The second-order coefficient can be tested without using its sum over states. Scale the omitted coupling by $\lambda$, so that

$$
E(\lambda)=\Omega_n+\lambda^2\delta_n+\lambda^3e_n^{(3)}
+\lambda^4e_n^{(4)}+\cdots.
$$

Averaging the results for opposite signs removes the odd terms:

$$
\frac{E(\lambda)+E(-\lambda)-2\Omega_n}{2\lambda^2}
=\delta_n+\lambda^2e_n^{(4)}+\cdots. \tag{15}
$$

At $\lambda=0.02$, diagonalization gives $-33.499$ mHa, in agreement with (12).

The relaxation explanation was tested by replacing the neutral 1s orbital with the lowest eigenfunction of $f^+$, while keeping the neutral 2s orbital. The double-hole part falls from $-33.72$ to $-1.30$ mHa. The fraction removed is

$$
\frac{33.72-1.30}{33.72}=0.96.
$$

Thus most of this second-order part is caused by the unsuitable shape of the neutral 1s orbital. The number $-1.30$ mHa is not the complete strict-CVS error with relaxed orbitals, because the filled-core part also changes with the orbitals: it rises from $+0.22$ to $+1.29$ mHa. In the three larger bases the fraction removed is 0.92 to 0.96.

### Resonant valence doubles and Auger decay

A large core excitation energy does not by itself guarantee large denominators. A valence double excitation can place one electron in a high virtual orbital and reach the same total energy. These configurations represent an atom or molecule with its core hole filled and an energetic electron emitted: the Auger channel.

For water, compare the orbital-energy cost of valence doubles with that of the lowest oxygen 1s excitation. Count spatial hole pairs and particle pairs without their spin arrangements. In contracted cc-pVDZ, no valence double lies above this edge or within 0.5 Ha of it. With uncontracted primitives, 3083 lie above it and 18 lie within 0.5 Ha. Their couplings were not calculated, so the count signals possible resonance, not its strength.

The failure of (11) is visible in two coupled levels separated by $\Delta$. If their coupling is $w$, the two energies measured from their midpoint are

$$
E_\pm=\pm\sqrt{(\Delta/2)^2+w^2}.
$$

For $\Delta\gg |w|$, the upper level moves by about $w^2/\Delta$. At $\Delta=0$ the levels move by $\pm|w|$, whereas the perturbative expression diverges. A nearby coupled state must therefore be retained and diagonalized with the core state.

In a true continuum, let $w(E)$ be the coupling to energy-labelled states with density $\rho(E)$. The discrete sum becomes

$$
\int\frac{\rho(E)|w(E)|^2}{\Omega_n-E+i0^+}\,dE.
$$

Using $1/(x+i0^+)=\mathcal P(1/x)-i\pi\delta(x)$, with $\mathcal P$ the principal value, its imaginary part is

$$
-\pi\rho(\Omega_n)|w(\Omega_n)|^2=-\Gamma_n/2,
\qquad
\Gamma_n=2\pi\rho(\Omega_n)|w(\Omega_n)|^2. \tag{16}
$$

A complex energy $E-i\Gamma_n/2$ makes the state probability decay as $e^{-\Gamma_nt}$. For a core excitation below the core-ionization threshold, CVS removes this coupling and leaves a discrete real level. It can thus supply an approximate line position, but not the Auger width.

### Counting singles and doubles

For singlet singles there are $o$ choices of hole and $v$ of particle. Retaining $c$ core holes changes the dimension from

$$
N_S=ov\quad\text{to}\quad N_S^{\mathrm{CVS}}=cv,
\qquad \frac{N_S}{N_S^{\mathrm{CVS}}}=\frac oc. \tag{17}
$$

For doubles, count determinants that conserve the number of electrons of each spin. Opposite-spin doubles have $o^2$ hole choices and $v^2$ particle choices. Same-spin doubles have $\binom o2\binom v2$ choices for each of two spins. Hence

$$
N_D=o^2v^2+\frac{o(o-1)v(v-1)}2. \tag{18}
$$

With one core and one valence hole, the opposite-spin count is $2c(o-c)v^2$, since either spin can carry the core hole. The same-spin count is $2c(o-c)\binom v2$. Their sum is

$$
\begin{aligned}
N_D^{(1)}
&=2c(o-c)v^2+c(o-c)v(v-1)\\
&=c(o-c)v(3v-1).
\end{aligned}\tag{19}
$$

If both holes are core holes, replace $o$ by $c$ in (18):

$$
N_D^{(2)}=c^2v^2+\frac{c(c-1)v(v-1)}2. \tag{20}
$$

Strict CVS retains $N_D^{(1)}$ doubles and loose CVS retains $N_D^{(1)}+N_D^{(2)}$. These are determinant counts. Singlet spin-adapted functions are fewer, and their reduction factors differ somewhat from those given here.

For large $v$, the strict reduction tends to

$$
\frac{N_D}{N_D^{(1)}}\longrightarrow
\frac{o(3o-1)}{6c(o-c)}\simeq\frac{o}{2c}
\qquad(o\gg c). \tag{21}
$$

The factor of two has a simple origin: either of the two holes can be the core hole. When $o\gg c$, doubles therefore shrink less than singles.

For the contracted water basis, $o=5$, $v=19$ and $c=1$:

$$
\begin{aligned}
N_D&=25(361)+\tfrac12(5)(4)(19)(18)=12445,\\
N_D^{(1)}&=1(4)(19)(56)=4256,\\
N_D^{(2)}&=361.
\end{aligned}
$$

The doubles reductions are 2.92 for strict CVS and 2.70 for loose CVS, while singles shrink by 5. In a larger model with $o=50$, $v=450$ and $c=1$, the singles factor is 50. The strict and loose doubles factors are 25.3 and 25.2. Here the loose choice adds less than one percent to the strict doubles space.

### Translating dimensions into cost

Let $r$ be the ratio of the full to the retained dimension. Dense diagonalization takes a time proportional to the cube of the dimension, and matrix storage is proportional to its square. Their savings are therefore $r^3$ and $r^2$. For water singles these are $5^3=125$ and $5^2=25$. They apply to the matrix stage; the Hartree-Fock calculation and any ground-state correlation calculation are not reduced by this count.

A doubles code can instead apply the matrix to vectors without storing it, and then no single power describes the saving. A contraction that changes two particles while leaving the hole pair fixed costs the number of hole pairs times $v^4$, so CVS saves one factor of the hole-pair reduction. A contraction between hole pairs at fixed particles contains both the initial and final pair, so it saves that factor squared.

There is a second gain in an iterative solver that finds the lowest roots. In contracted water CIS, 76 valence levels lie below the first core level. After separation, that core level is the first root of its own block. A solver aimed at interior energies can avoid finding all 76 roots without CVS, but it must still work in the larger space.

For equivalent atoms, $c$ must include all their coupled core orbitals. With 10 such orbitals in the larger model, the singles factor falls from 50 to 5, and the strict and loose doubles factors fall to 3.10 and 2.77. Keeping one localized core orbital removes a further coupling, now between nearly equal core energies. Equation (11) then has a small denominator and cannot justify the truncation; the coupled core states must be diagonalized together or their coupling shown to be negligible.

An implementation should therefore specify the chosen core orbitals, whether multiple core holes are retained, and which orbitals describe the remaining core electrons. It should evaluate (11) for representative states in the production basis and inspect the smallest coupled denominators. The main calculated values for the worked examples are in the numerical output.

## Numbers as computed

```
Water bond length: 0.96 angstrom; angle: 104.5 degrees
cc-pVDZ: occupied 5, virtual 19, singles 95, core singles 19
cc-pVDZ: lowest CVS core level 20.259579 Ha = 551.291 eV
cc-pVDZ: full CIS core level 20.259856 Ha
cc-pVDZ: full minus CVS 0.27702 mHa = 0.007538 eV
cc-pVDZ: second-order shift 0.27717 mHa
cc-pVDZ: squared coupling 0.004993 Ha^2
cc-pVDZ: nearest coupled valence level 15.6504 Ha away
cc-pVDZ: CVS-state weight in full state 0.9999844
cc-pVDZ: highest valence CIS level 4.8828 Ha
cc-pVDZ: valence CIS levels below core level 76
cc-pVDZ: orbital-energy edge 20.7360 Ha; valence singles above 0, spatial doubles above 0
cc-pVDZ: spatial valence doubles within 0.5 Ha of edge 0
cc-pVDZ: largest core-level shift 0.52346 mHa; rigorous bound 1.22272 mHa
uncontracted: occupied 5, virtual 35, singles 175, core singles 35
uncontracted: lowest CVS core level 20.252926 Ha = 551.110 eV
uncontracted: full CIS core level 20.253376 Ha
uncontracted: full minus CVS 0.44972 mHa = 0.012238 eV
uncontracted: second-order shift 0.45023 mHa
uncontracted: squared coupling 0.009580 Ha^2
uncontracted: nearest coupled valence level 1.9375 Ha away
uncontracted: CVS-state weight in full state 0.9999522
uncontracted: highest valence CIS level 22771.5981 Ha
uncontracted: valence CIS levels below core level 100
uncontracted: orbital-energy edge 20.7301 Ha; valence singles above 40, spatial doubles above 3083
uncontracted: spatial valence doubles within 0.5 Ha of edge 18
Be basis: 6-31G s shells, extra s exponents (2.5, 10.0) bohr^-2, p exponent 0.25 bohr^-2
Be orbitals 8; determinants 784; with 0, 1, 2 core holes: 49, 294, 441
Be full-CI ground energy: -14.617451 Ha
Be core excitation, full CI: 4.366808 Ha = 118.827 eV
Be core excitation, strict CVS: 4.400240 Ha
Be core excitation, loose CVS: 4.366495 Ha
Be full minus strict: -33.4317 mHa = -0.9097 eV
Be full minus loose: 0.3135 mHa = 0.0085 eV
Be second-order valence part: 0.2188 mHa
Be second-order double-core-hole part: -33.7180 mHa
Be total second-order shift: -33.4992 mHa
Be coefficient from scaled coupling 0.02: -33.4992 mHa
Be nearest coupled valence level: 3.6530 Ha away
Be nearest coupled double-core-hole level: 6.2097 Ha away
Be strict-state weight in full state: 0.996567
Be double-core-hole part with relaxed 1s: -1.3002 mHa
Count o=5, v=19, c=1: singles 95 -> 19, factor 5.00, cubed 125.0
  doubles 12445; one core hole 4256; two core holes 361
  doubles reduction: strict 2.924, loose 2.695; o/(2c) = 2.500
Count o=50, v=450, c=1: singles 22500 -> 450, factor 50.00, cubed 125000.0
  doubles 753761250; one core hole 29745450; two core holes 202500
  doubles reduction: strict 25.340, loose 25.169; o/(2c) = 25.000
Count o=50, v=450, c=10: singles 22500 -> 4500, factor 5.00, cubed 125.0
  doubles 753761250; one core hole 242820000; two core holes 29342250
  doubles reduction: strict 3.104, loose 2.770; o/(2c) = 2.500
```
